# Force balance and smearing in the half-filled Su-Schrieffer-Heeger chain

A ring of $N$ atoms ($N$ even) holds one electron per site. Atom $n$ is displaced by $u_n$ along the ring, whose total length is fixed. The electrons hop between neighbours,

$$H=-\sum_{n,s} t_n\,(c^\dagger_{n+1,s}c_{n,s}+\text{h.c.}),\qquad t_n=t_0-\alpha(u_{n+1}-u_n),$$

where $s$ is the spin, and $t_0,\alpha>0$, so a shorter bond has a larger hopping. Springs add $\frac K2\sum_n(u_{n+1}-u_n)^2$. A term linear in the bond changes would sum to zero around the ring, so none is needed. The nuclei are classical and static, and the electrons do not repel each other.

Consider the alternating pattern $u_n=(-1)^nu$ with $u\ge0$, and define

$$z=\frac{2\alpha u}{t_0},\qquad \lambda=\frac{4\alpha^2}{\pi Kt_0},\qquad A=\frac{16\alpha^2}{\pi t_0}.$$

Both hoppings are positive for $z<1$. The algebra is in atomic units, but no constant of nature enters it, so eV and Å may be inserted directly.

## (a) Find the bands, the gap and the energy per site.

**Solution.** Since $u_{n+1}-u_n=-2(-1)^nu$, the hoppings are $t_n=t_0[1+(-1)^nz]$. They alternate, so the cell has two sites. With $k$ the phase per site, the matrix element between the two sites of a cell is $-t_0[(1+z)+(1-z)e^{-2ik}]$. The band energies are $\pm E_k$, with

$$\begin{aligned}E_k^2&=t_0^2[(1+z)^2+(1-z)^2+2(1-z^2)\cos2k]\\&=t_0^2[2+2z^2+2(1-z^2)(2\cos^2k-1)]\\&=4t_0^2(\cos^2k+z^2\sin^2k).\end{aligned}$$

Thus $E_k=2t_0w$, where $w=\sqrt{\cos^2k+z^2\sin^2k}$. The bands are closest at $k=\pi/2$, where the gap is $2E_{\pi/2}=4t_0z=8\alpha u$.

There are $N/2$ values of $k$ and two spins, so $N$ electrons fill the lower band. The electronic energy per site is minus the average of $E_k$. For $N\to\infty$, with the spacing of $k$ much smaller than $z$, the average becomes an integral. Each spring stores $\frac K2(2u)^2=2Ku^2$, so the total energy per site is

$$e(u)=-\frac{4t_0}{\pi}\int_0^{\pi/2}w\,dk+2Ku^2 .$$

With $m=1-z^2$ we have $w=\sqrt{1-m\sin^2k}$, and the integral is the complete elliptic integral $\mathcal E(m)$.

## (b) Find the electronic force on one atom.

**Solution.** Let $F_n$ be the force on atom $n$. The pattern is unchanged by a shift of two sites, so all even atoms feel the same force. It is also unchanged by inversion about a bond centre, which exchanges even and odd atoms and reverses displacements; hence odd atoms feel the opposite force. The quantity $(-1)^nF_n$ is therefore the same for all $n$. The chain rule gives $-N\,de/du=\sum_n(-1)^nF_n$, so $-de/du$ is the force on one atom along its own displacement.

Because $dw/dz=z\sin^2k/w$ and $dz/du=2\alpha/t_0$, the electronic part is

$$f=\frac{4t_0}{\pi}\,\frac{2\alpha}{t_0}\,z\int_0^{\pi/2}\frac{\sin^2k}{w}\,dk=A\,u\,D(z),\qquad D(z)=\int_0^{\pi/2}\frac{\sin^2k}{w}\,dk .$$

It is positive: the electrons push each atom further from the uniform chain. The spring part is $-4Ku$. Writing $\sin^2k=(1-w^2)/m$ gives $D=[\mathcal K(m)-\mathcal E(m)]/m$, where $\mathcal K(m)=\int_0^{\pi/2}dk/w$.

## (c) How does this force behave at small $u$? Include the first correction.

**Solution.** Put $x=\cos k$. Then $w^2=z^2+mx^2$, and with $q=z/\sqrt m$,

$$D=\frac{J}{\sqrt m},\qquad J=\int_0^1\frac{\sqrt{1-x^2}}{\sqrt{x^2+q^2}}\,dx .$$

Split the numerator as $\sqrt{1-x^2}=1-\frac12x^2+r(x)$, where $r$ starts at order $x^4$. The first two pieces are elementary. Up to terms of order $q^4\ln q$,

$$\int_0^1\!\frac{dx}{\sqrt{x^2+q^2}}=\operatorname{arsinh}\frac1q=\ln\frac2q+\frac{q^2}{4},$$

$$\int_0^1\!\frac{x^2\,dx}{\sqrt{x^2+q^2}}=\frac{\sqrt{1+q^2}}2-\frac{q^2}2\operatorname{arsinh}\frac1q=\frac12+\frac{q^2}4-\frac{q^2}2\ln\frac2q .$$

In the third piece $r$ is small near $x=0$, so the denominator may be expanded, $1/\sqrt{x^2+q^2}=1/x-q^2/(2x^3)+\dots$. With $y=\sqrt{1-x^2}$ and $x\,dx=-y\,dy$,

$$\int_0^1\!\frac{\sqrt{1-x^2}-1}{x}dx=-\int_0^1\!\frac{y}{1+y}dy=\ln2-1,$$

$$\int_0^1\!\frac{r}{x^3}dx=-\frac12\int_0^1\!\frac{y}{(1+y)^2}dy=\frac14-\frac{\ln2}2 .$$

The first of these gives $\int r/x\,dx=\ln2-1+\frac14$. Adding the pieces,

$$\begin{aligned}J&=\ln\frac2q+\frac{q^2}4-\frac14-\frac{q^2}8+\frac{q^2}4\ln\frac2q+\ln2-\frac34-\frac{q^2}8+\frac{q^2}4\ln2\\&=\ln\frac4q-1+\frac{q^2}4\ln\frac4q .\end{aligned}$$

Now let $L=\ln(4/z)$. To order $z^2$, $1/\sqrt m=1+z^2/2$ and $\ln(4/q)=L-z^2/2$, so

$$D=L-1+\frac{z^2}{4}(3L-4)+\dots,\qquad f\simeq A\,u\left[\ln\frac{2t_0}{\alpha u}-1\right].$$

The force contains $-Au\ln u$. It vanishes at $u=0$, but the ratio $f/u$ grows without limit as $u\to0$, while the spring ratio stays at $4K$. The logarithm comes from states near $k=\pi/2$, where $1/w$ behaves as $1/|k-\pi/2|$ until the gap cuts it off at a distance of order $z$. Half filling matters because it fills the lower band right up to this point. If the filling stopped at $k_F<\pi/2$, the integral would stop there too, and $D$ would remain finite at $z=0$ for this pattern.

## (d) Balance the forces. When is there a solution, and how large is it?

**Solution.** From the definitions, $4K=A/\lambda$. The net force is therefore

$$-\frac{de}{du}=A\,u\left[D(z)-\frac1\lambda\right],$$

and balance at $u>0$ requires $D(z)=1/\lambda$. For every $k$ inside the interval $w$ grows with $z$, so $D$ falls steadily. It starts from infinity at $z=0$ and reaches $\int_0^{\pi/2}\sin^2k\,dk=\pi/4$ at $z=1$. A balance with $0<z<1$ thus exists if and only if $\lambda<4/\pi$, that is $Kt_0>\alpha^2$, and it is unique. The net force is outward below it and inward above it, so it is a minimum of the energy. For softer springs the energy falls all the way to $z=1$, where every second hopping vanishes and a hopping linear in bond length can no longer be trusted.

For $\lambda\ll1$ the solution lies at small $z$. Then $\ln(4/z)-1=1/\lambda$ gives

$$z_0=\frac4e\,e^{-1/\lambda},\qquad u_0=\frac{2t_0}{e\,\alpha}\exp\!\left(-\frac{\pi Kt_0}{4\alpha^2}\right).$$

For the correction, set $z=z_0(1+\eta)$. Then $L=1+1/\lambda-\eta$ to first order, and the balance becomes $-\eta+\frac14z_0^2[3(1+1/\lambda)-4]=0$, or

$$\eta=\frac{z_0^2}4\left(\frac3\lambda-1\right).$$

In this model the infinite uniform chain is unstable for any finite $K$, but a stiff lattice makes the distortion exponentially small. A finite ring can differ. If $N$ is a multiple of four, two levels of the uniform ring lie at zero energy; their splitting lowers the energy linearly in $u$, so the uniform ring is unstable at any size. For other even $N$ the spacing of the levels can keep it stable. The results for the infinite chain apply when the spacing of $k$ is much smaller than $z_0$. All derivatives of $e^{-1/\lambda}$ vanish as $\lambda\to0^+$, so a power series in $\lambda$ cannot produce it. The exponent also amplifies errors: at fixed $t_0$ and $\alpha$, $d\ln u_0=-(1/\lambda)\,d\ln K$.

## (e) What landscape does a structure optimizer see?

**Solution.** At leading order in $z$, $D-1/\lambda=\ln(4/z)-\ln(4/z_0)$, so the net force is

$$f_{\rm net}=A\,u\ln\frac{u_0}{u}.$$

Its slope is $A[\ln(u_0/u)-1]$. The slope vanishes at $u=u_0/e$, where the force reaches its largest outward value $Au_0/e$. At $u_0$ the slope is $-A$, so at this order the stiffness of the minimum is $A$, independent of $K$. The exact stiffness lies below $A$ when $z_0$ is not small; for the parameters of part (h) it is 26.6 eV/Å² against $A=27.2$ eV/Å². The energy gained per site is

$$\int_0^{u_0}\!Au\ln\frac{u_0}{u}\,du=\frac{Au_0^2}{4}=\frac{t_0z_0^2}{\pi}.$$

For the infinite chain, an optimizer started at $u=0$ finds zero force and stays there, by symmetry. Started slightly away, it meets a slope that depends on $u$ through a logarithm, so a quadratic model of the energy fails near the uniform chain. A force threshold larger than the largest net force, which is about $Au_0/e$, accepts every structure between $u=0$ and the minimum.

## (f) How does smearing change the force?

**Solution.** Let a level at energy $\varepsilon$ have occupation $n(\varepsilon/\sigma)$ per spin, with $n(-x)=1-n(x)$ and the chemical potential at zero. Each pair $\pm E_k$ then holds one electron per spin, so half filling is kept for every $u$. Two choices are Fermi-Dirac, $n=1/(e^x+1)$ with $\sigma=k_BT$, and Gaussian, $n=\frac12\operatorname{erfc}x$.

The free energy of a level is $\varphi=\varepsilon n-\sigma S$, where the entropy function obeys $S'(x)=x\,n'(x)$ and vanishes for empty levels. For Fermi-Dirac occupations this is the usual entropy $-n\ln n-(1-n)\ln(1-n)$, because $\ln[(1-n)/n]=x$. For Gaussian ones it gives $S=e^{-x^2}/(2\sqrt\pi)$. With $x=\varepsilon/\sigma$,

$$\frac{d\varphi}{d\varepsilon}=n+x\,n'-S'=n .$$

The changes of occupation cancel against the entropy. The force computed from the occupied states is thus the derivative of the free energy, whereas the derivative of the band energy alone contains an extra term.

The electronic free energy per site is the average of $\varphi(E_k)+\varphi(-E_k)$. Its derivative with respect to $E_k$ is $n(E_k/\sigma)-n(-E_k/\sigma)=-g(E_k/\sigma)$, where $g(y)=\tanh(y/2)$ for Fermi-Dirac and $g(y)=\operatorname{erf}y$ for Gaussian smearing. Repeating part (b),

$$f=A\,u\,D_\sigma(z),\qquad D_\sigma(z)=\int_0^{\pi/2}\frac{\sin^2k}{w}\;g\!\left(\frac{2t_0w}{\sigma}\right)dk .$$

Near $k=\pi/2$ the factor $g$ is proportional to $w$ and removes the divergence. At small $u$ the force is now linear in $u$, and a spring can win.

## (g) At what smearing does the dimerization vanish?

**Solution.** Both functions $g$ rise from zero and are concave for $y>0$, so $g(y)/y$ falls with $y$. Hence $D_\sigma(z)$ falls with $z$; since $g$ itself rises with $y$, it also falls with $\sigma$. A balance at $z>0$ therefore requires $D_\sigma(0)>1/\lambda$, and the critical smearing satisfies $D_{\sigma_c}(0)=1/\lambda$. Above $\sigma_c$ the net force points inward for all $0<z<1$.

With $x=\cos k$ again,

$$D_\sigma(0)=\int_0^1\frac{g(2t_0x/\sigma)}x\,dx+\int_0^1\frac{\sqrt{1-x^2}-1}{x}\;g\,dx .$$

For $\sigma\ll t_0$ the second integral tends to $\ln2-1$, with an error of order $(\sigma/t_0)^2$, because its integrand is of order $x$ where $g$ differs from 1. Integration by parts turns the first into $\ln(2t_0/\sigma)+C$ with $C=-\int_0^\infty g'(y)\ln y\,dy$. Thus

$$D_\sigma(0)=\ln\frac{4t_0}\sigma+C-1,\qquad \sigma_c=\frac{4t_0}e\,e^{C}e^{-1/\lambda}=t_0z_0\,e^C .$$

The constant follows from $M(s)=\int_0^\infty y^sg'(y)\,dy$, since $C=-M'(0)$. For Gaussian smearing $M=\Gamma(\frac{s+1}2)/\sqrt\pi$. With $\Gamma'(\frac12)/\Gamma(\frac12)=-\gamma-2\ln2$, where $\gamma$ is Euler's constant, $C=\gamma/2+\ln2$.

For Fermi-Dirac smearing, $g'=2e^{-y}/(1+e^{-y})^2=2\sum_{j\ge1}(-1)^{j-1}j\,e^{-jy}$. Integration term by term, valid for $s>0$, gives $M=2\Gamma(1+s)\,h(s)$ with $h=\sum_j(-1)^{j-1}j^{-s}$. Averaging neighbouring terms gives a form that also converges at $s=0$,

$$h(s)=\frac12+\frac12\sum_{j\ge1}(-1)^{j-1}\left[j^{-s}-(j+1)^{-s}\right].$$

So $h(0)=\frac12$, and $h'(0)=\frac12\ln\left(\frac21\cdot\frac23\cdot\frac43\cdot\frac45\cdots\right)=\frac12\ln\frac\pi2$ by Wallis's product. With $\Gamma'(1)=-\gamma$, $M'(0)=-\gamma+\ln(\pi/2)$ and $C=\gamma+\ln(2/\pi)$.

In terms of half the unsmeared gap, $\Delta_0=2t_0z_0$,

$$\sigma_c^{\rm FD}=\frac{e^\gamma}\pi\,\Delta_0\approx0.567\,\Delta_0,\qquad \sigma_c^{\rm G}=e^{\gamma/2}\,\Delta_0\approx1.335\,\Delta_0 .$$

Just below $\sigma_c$ the balance lies at small $z$. Smearing makes $D_\sigma$ smooth in $z^2$, so $D_\sigma(z)\simeq D_\sigma(0)-bz^2$ with $b>0$, while $D_\sigma(0)-1/\lambda\simeq1-\sigma/\sigma_c$. Therefore $z\simeq\sqrt{(1-\sigma/\sigma_c)/b}$: the distortion vanishes continuously, as a square root.

## (h) Evaluate the results for $t_0=3$ eV, $\alpha=4$ eV/Å and $K=20$ eV/Å².

**Solution.** These are round model parameters. They give $1/\lambda=\pi\cdot20\cdot3/(4\cdot16)=2.945$ and $A=16\cdot16/(3\pi)=27.16$ eV/Å². The forces, in eV/Å, are as follows; the electronic one is a numerical derivative of the band energy summed over $k$.

| $u$ (Å) | electronic | logarithmic form | spring |
|---|---|---|---|
| 0.005 | 0.639 | 0.639 | 0.400 |
| 0.010 | 1.090 | 1.089 | 0.800 |
| 0.020 | 1.806 | 1.802 | 1.600 |
| 0.030 | 2.383 | 2.373 | 2.400 |
| 0.050 | 3.299 | 3.261 | 4.000 |

The electrons win up to 0.02 Å and the spring wins from 0.03 Å. Diagonalizing a 400-site ring at $u=0.03$ Å and moving a single atom also gives an electronic force of 2.383 eV/Å, as the symmetry argument of part (b) requires.

The exponential law gives $z_0=1.4715\,e^{-2.945}=0.0774$ and $u_0=3\cdot0.0774/8=0.0290$ Å. Numerical minimization of the energy gives $u=0.0294$ Å (0.0555 bohr) and a gap of 0.940 eV (0.0345 hartree). The minimum lies 1.2% above the law, and the correction predicts $\eta=0.00599\,(8.836-1)/4=0.0117$. For $K=30$ and 40 eV/Å² the minimum moves to 0.00666 and 0.00153 Å: doubling the spring constant shrinks the distortion about nineteenfold.

The energy gain is 5.8 meV per site, and the largest net force is 0.29 eV/Å, at 0.011 Å. At $K=40$ eV/Å² the law of part (e) gives a largest net force of only $27.16\cdot0.00153/e=0.015$ eV/Å. For the infinite chain a threshold of 0.02 eV/Å would then accept the uniform chain and everything between it and the minimum. Here $z_0\approx0.004$, so this limit needs $2\pi/N\ll0.004$, a ring of well over 1500 sites or an equally fine $k$ mesh. On a shorter ring with $N$ a multiple of four, the two levels at zero energy alone give a force $8\alpha/N$ at small $u$, which is 0.08 eV/Å for $N=400$.

Return to $K=20$ eV/Å² and take Fermi-Dirac smearing of 0.15 eV at $u=0.02$ Å. The force from the occupied states is 1.709 eV/Å, equal to the free-energy derivative. The band energy alone would give 1.944 eV/Å. After subtraction of the spring force of 1.600 eV/Å, the net values are 0.109 and 0.344 eV/Å, so the wrong derivative triples the driving force.

With $\Delta_0=2\cdot3\cdot0.0774=0.464$ eV, the critical smearings are predicted to be 0.263 eV (Fermi-Dirac) and 0.620 eV (Gaussian). Locating numerically where the free energy stops falling at small $z$ gives 0.264 and 0.620 eV. Minimizing the free energy with Fermi-Dirac smearing gives:

| $\sigma/\sigma_c$ | $u$ (Å) | $u/u(\sigma=0)$ |
|---|---|---|
| 0.25 | 0.0293 | 0.999 |
| 0.50 | 0.0281 | 0.958 |
| 0.75 | 0.0229 | 0.778 |
| 0.90 | 0.0155 | 0.528 |
| 0.95 | 0.0112 | 0.382 |
| 0.99 | 0.0051 | 0.174 |

Between the last two rows $u$ changes by a factor 2.20, close to the square-root value $\sqrt5=2.24$. Half the critical smearing costs only 4% of the distortion, but the loss is rapid near the end. A width of 0.3 eV erases the dimerization if it is Fermi-Dirac and not if it is Gaussian, so a width has meaning only together with its smearing function.

Read as a temperature, the Fermi-Dirac value is about 3060 K. This is a mean-field number for a rigid alternating pattern: lattice fluctuations and electron repulsion are absent, so it does not predict a transition temperature. For a calculation in which smearing is a numerical aid, the practical condition in this model is a width well below $\sigma_c$, which is $0.567\,\Delta_0$ for Fermi-Dirac and $1.335\,\Delta_0$ for Gaussian smearing; other smearing functions were not treated. Since $\Delta_0$ is itself exponentially small in $1/\lambda$, a width that is harmless for one chain can remove the distortion of a stiffer one.
